\section*{Film thickness across a substrate facing a small cosine-law source}

\section*{Question}

A small, flat, horizontal melt evaporates towards a parallel, stationary substrate at height $h$ above it. The point of the substrate directly above the melt is called the centre, and $x$ is the lateral distance from it. The melt emits $N$ atoms per second in total. Atoms fly in straight lines without collisions. The sticking probability $\kappa$ and the number $n_f$ of atoms per volume of film are the same everywhere on the substrate. Atoms neither re-evaporate nor move sideways over distances comparable with $x$.

\begin{enumerate}
\item[(a)] The melt has temperature $T$ and vapour pressure $p$, and its surface absorbs every vapour atom that strikes it. Use the Maxwell distribution to find the angular distribution of the emitted atoms and the number $J$ emitted per area and time.
\item[(b)] Find the arrival rate per area, $F(x)$, and confirm that it accounts for all emitted atoms.
\item[(c)] Show that the film at $x=h/5$ is 7.5 percent thinner than at the centre. Identify the contributions to this drop, and compare it with the drop for an isotropic point source at the same $h$ and $x$.
\item[(d)] Within what radius is the drop at most 1 percent when $h=300$ mm?
\item[(e)] Cobalt evaporates for 600 s from a melt of radius $a=5$ mm at 1800 K, with $h=300$ mm. Take $p=0.010$ Torr $=1.333$ Pa and a film density of 8900 kg/m$^3$, both rough typical values, the atomic mass $m=9.786\times10^{-26}$ kg, and $\kappa=1$. Find the thickness at the centre and at $x=60$ mm.
\item[(f)] Estimate how the drop in (e) changes if the source is tilted by $1^\circ$, if the emission follows $\cos^2\theta$, and if atoms collide in the vapour near the melt. Take a collision cross-section $\sigma=0.30$ nm$^2$ (rough). Comment on the other neglected effects.
\end{enumerate}

\section*{Model answers}

\subsection*{(a) Emission from the melt}

Consider first the melt in equilibrium with its vapour, of density $n=p/(kT)$. Every atom that strikes the surface is absorbed, so the atoms leaving it are all evaporated ones. In equilibrium they must supply the outgoing half of the Maxwell distribution. We assume that evaporation is unchanged when the vapour above is pumped away.

Atoms with speed $v$ and angle $\theta$ from the surface normal cross the surface at a rate proportional to their normal velocity $v\cos\theta$. Per area and time, the number leaving into solid angle $d\Omega$ is
\begin{equation}
dJ=n\cos\theta\,d\Omega\left(\frac{m}{2\pi kT}\right)^{3/2}\int_0^\infty v^3e^{-mv^2/(2kT)}\,dv .
\end{equation}
One power of $v$ comes from the crossing rate and two from the velocity-space volume $v^2\,dv\,d\Omega$. The integral does not depend on direction, so the emission is proportional to $\cos\theta$. Over the outgoing hemisphere,
\begin{equation}
\int\cos\theta\,d\Omega=2\pi\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta=\pi .
\end{equation}
The whole melt therefore emits into $d\Omega$ at the rate
\begin{equation}
dN=\frac{N}{\pi}\cos\theta\,d\Omega .
\label{eq:cos}
\end{equation}

For the total flux, use $\int_0^\infty v^3e^{-bv^2}dv=1/(2b^2)$ with $b=m/(2kT)$, which gives $2(kT/m)^2$. Then
\begin{equation}
J=\pi n\left(\frac{m}{2\pi kT}\right)^{3/2}2\left(\frac{kT}{m}\right)^2
=n\sqrt{\frac{kT}{2\pi m}}=\frac{p}{\sqrt{2\pi mkT}} .
\label{eq:hk}
\end{equation}

\subsection*{(b) Arrival rate}

The distance from the melt to the substrate point is $r=\sqrt{h^2+x^2}$, and $\cos\theta=h/r$. Because the two planes are parallel, their normals are parallel, and the atoms also arrive at angle $\theta$ from the substrate normal. A patch $dA$ therefore shows the source a projected area $dA\cos\theta$ and subtends $d\Omega=\cos\theta\,dA/r^2$. Inserting this in (\ref{eq:cos}) and dividing by $dA$,
\begin{equation}
F(x)=\frac{N}{\pi}\,\frac{\cos^2\theta}{r^2}=\frac{N}{\pi}\,\frac{h^2}{r^4}
=\frac{N}{\pi}\,\frac{h^2}{(h^2+x^2)^2}.
\label{eq:F}
\end{equation}

To count the atoms, integrate over rings of area $2\pi x\,dx$ and substitute $w=h^2+x^2$, $dw=2x\,dx$:
\begin{equation}
\int_0^\infty F\,2\pi x\,dx=Nh^2\int_{h^2}^\infty\frac{dw}{w^2}=Nh^2\,\frac{1}{h^2}=N .
\end{equation}
Every emitted atom reaches the infinite plane. Stopping the integral at radius $R$ gives the fraction that lands inside it,
\begin{equation}
h^2\left(\frac1{h^2}-\frac1{h^2+R^2}\right)=\frac{R^2}{h^2+R^2}.
\end{equation}
For $R=h/5$ this is $0.04/1.04=0.0385$. Most of the material misses a substrate of this size.

\subsection*{(c) The drop at one fifth of the source height}

After a time $\tau$ the thickness is $t(x)=\kappa F(x)\tau/n_f$. The factors $\kappa$, $\tau$, $n_f$ and $N$ cancel in the ratio to the centre. With $s=x/h$,
\begin{equation}
\frac{t(x)}{t(0)}=\frac{h^4}{(h^2+x^2)^2}=\frac{1}{(1+s^2)^2}.
\label{eq:ratio}
\end{equation}
At $s=1/5$, $1+s^2=1.04$ and
\begin{equation}
\frac{t(h/5)}{t(0)}=\frac{1}{1.04^2}=0.9246 .
\end{equation}
The drop relative to the centre thickness is $1-0.9246=0.0754$, or 7.5 percent, as required.

Three factors make up the ratio. The emission cosine and the incidence cosine each give $1/\sqrt{1.04}=0.9806$. The longer flight path gives $h^2/r^2=1/1.04=0.9615$. The two cosines together thus reduce the thickness as much as the distance does.

An isotropic point source emits $N\,d\Omega/(4\pi)$ and lacks the emission cosine. Its thickness ratio is $(1+s^2)^{-3/2}$, and the drop at the same position is 5.7 percent.

For small offsets, put $u=s^2$ and differentiate $1/(1+u)=1-u+u^2-u^3+u^4-\dots$, valid for $|u|<1$. This gives $-(1+u)^{-2}=-1+2u-3u^2+4u^3-\dots$, and hence
\begin{equation}
1-\frac{1}{(1+s^2)^2}=2s^2-3s^4+4s^6-\dots
\end{equation}
At $s=1/5$ the first term gives 8.00 percent, and the first two give 7.52 percent. The profile is therefore flat at the centre, and the drop at first grows quadratically. In the opposite limit, $s\gg1$, the thickness ratio falls as $s^{-4}$.

\subsection*{(d) Radius for a given tolerance}

Let $d$ be the permitted drop. Setting $(1+s^2)^{-2}=1-d$ and taking the positive root twice,
\begin{equation}
1+s^2=(1-d)^{-1/2},\qquad s=\sqrt{(1-d)^{-1/2}-1}.
\end{equation}
For $d=0.01$, $s=0.0710$, so the radius is $0.0710\times300\ \mathrm{mm}=21.3$ mm. The ratio (\ref{eq:ratio}) decreases steadily with $s$, so every point inside this radius meets the tolerance.

To bring a point at 60 mm within 1 percent, the source would have to be at $h=60\ \mathrm{mm}/0.0710\approx845$ mm. At fixed $N$ the central arrival rate $N/(\pi h^2)$ would then fall to $(300/845)^2\approx0.13$ of its former value. Better uniformity from distance alone is paid for in growth rate.

\subsection*{(e) Cobalt film}

Equation (\ref{eq:hk}) gives $J=1.079\times10^{22}$ m$^{-2}$s$^{-1}$. The steps to the growth rate are
\begin{align}
N&=J\pi a^2=1.079\times10^{22}\times\pi(0.005)^2=8.47\times10^{17}\ \mathrm{s^{-1}},\\
F(0)&=\frac{N}{\pi h^2}=\frac{8.47\times10^{17}}{\pi(0.300)^2}=3.00\times10^{18}\ \mathrm{m^{-2}s^{-1}},\\
n_f&=\frac{8900}{9.786\times10^{-26}}=9.09\times10^{28}\ \mathrm{m^{-3}},\\
\frac{F(0)}{n_f}&=3.29\times10^{-11}\ \mathrm{m/s}=0.0329\ \mathrm{nm/s}.
\end{align}
In 600 s the centre receives 19.8 nm. The point at 60 mm has $s=0.2$ and receives $0.9246\times19.8=18.3$ nm, which is 1.5 nm less. The absolute values inherit the uncertainty of the rough vapour pressure. The ratio does not, as long as flight remains free of collisions.

\subsection*{(f) Departures from the model}

\textit{Tilt.} Let the source normal lean by $\alpha$ towards the point considered. The emission cosine becomes $(h\cos\alpha+x\sin\alpha)/r$, while the incidence cosine remains $h/r$. Dividing by the value at $x=0$,
\begin{equation}
\frac{t(x)}{t(0)}=\frac{1+s\tan\alpha}{(1+s^2)^2}.
\end{equation}
For $\alpha=1^\circ$ and $s=0.2$, $s\tan\alpha=0.0035$. The drop is 7.2 percent on the side towards which the source leans and 7.9 percent on the opposite side. At azimuth $\phi$ from the direction of lean, the correction is $s\tan\alpha\cos\phi$. Rotating the substrate about its centre averages this to zero but leaves the 7.5 percent radial drop. The formula applies if the emitting surface follows the tilt of the source. A liquid surface much wider than the capillary length $\sqrt{\gamma/(\rho g)}$ levels itself and stays nearly horizontal when the crucible is tilted. For liquid cobalt (surface tension $\gamma\approx1.9$ N/m, density $\rho\approx7750$ kg/m$^3$, both rough) this length is about 5 mm, equal to $a$, so the melt of (e) is shaped as much by surface tension as by gravity and largely follows the crucible: for a contact angle of $90^\circ$ and a freely sliding contact line only about one fifth of the tilt is levelled out. Tilting the substrate by $1^\circ$ about its centre matters more, because it also changes the flight distance: the drop at $s=0.2$ is then 6.6 percent on the side nearer the source and 8.5 percent on the other.

\textit{Narrower emission.} Suppose that the emission is narrower than the cosine law and proportional to $\cos^n\theta$ with $n>1$. Since $1/r^2=\cos^2\theta/h^2$, the arrival rate is proportional to $\cos^n\theta\cdot\cos\theta\cdot\cos^2\theta=\cos^{n+3}\theta$, and
\begin{equation}
\frac{t(x)}{t(0)}=(1+s^2)^{-(n+3)/2}.
\end{equation}
For $n=2$ the drop is 9.3 percent. This is an illustration, not a model of a particular crucible. Consider instead a melt at depth $L$ below the rim of a vertical cylindrical crucible of the same radius $a$, with $h$ measured from the rim and walls that hold every atom striking them. At small $\theta$ the fraction of the melt visible from the substrate is about $1-(2/\pi)(L/a)\tan\theta$. For $L=a$ and $s=0.2$ this is 0.873, and for a very distant substrate the drop becomes $1-0.873\times0.925$, or about 19 percent. With $a=5$ mm and $h=300$ mm, the point at 60 mm sees slightly more of the melt past the rim, and the melt lies at the greater distance $h+L$ below the substrate. Both effects reduce the drop, to about 18 percent. Hot walls re-emit atoms and weaken this effect.

\textit{Collisions in the vapour.} Just above the melt the outgoing atoms have density $n_s=p/(2kT)=2.68\times10^{19}$ m$^{-3}$, half the equilibrium value. At height $z$ on the axis, atoms arrive from the solid angle filled by the melt, $2\pi(1-z/\sqrt{z^2+a^2})$, instead of $2\pi$. The number of atoms per area along the axis is therefore
\begin{equation}
n_s\int_0^h\left(1-\frac{z}{\sqrt{z^2+a^2}}\right)dz
=n_s\left(h+a-\sqrt{h^2+a^2}\right)\approx n_sa ,
\end{equation}
where the last step uses $a\ll h$. The collided fraction is roughly $\sigma n_sa=3.0\times10^{-19}\times2.68\times10^{19}\times0.005\approx0.04$. Factors of order one from the relative velocities are ignored.

The directions of the collided atoms are not computed here. As an illustration, give them a $\cos^2\theta$ distribution. Normalised emission has central intensity proportional to $n+1$, so the two groups have weights $0.96\times2$ and $0.04\times3$, and
\begin{equation}
\text{drop}\approx\frac{1.92\times7.54+0.12\times9.34}{1.92+0.12}\ \text{percent}\approx7.6\ \text{percent}.
\end{equation}
The estimate $\sigma n_sa$ grows in proportion to $pa$. At ten times the pressure it would be about 0.4, and the collisionless picture would no longer be justified.

\textit{Smaller effects.} Integrating (\ref{eq:F}) over the melt disk of radius 5 mm leaves the drop at 7.54 percent. Residual gas at $10^{-9}$ Torr and 300 K, with the same cross-section, scatters a fraction of about $3\times10^{-6}$ of the atoms. For a substrate at 500 K and a rough sublimation energy of 4.4 eV, extrapolating the vapour pressure makes re-evaporation negligible. With a rough diffusion barrier of 0.5 eV, hop length 0.25 nm and attempt rate $10^{13}$ s$^{-1}$, an adatom free for the whole run would diffuse about 0.06 mm, far less than 60 mm. This length depends exponentially on the barrier: for 0.1 eV, nearer to values for close-packed metal faces, it would be about 6 mm. An adatom is, however, buried after roughly the time to grow one monolayer, about 6 s here, which limits the length to about 0.6 mm even for that barrier.

\textit{Other geometries.} If the source sits off the axis, inclined towards a rotating substrate, or if its melt is recessed, the 7.5 percent figure does not carry over: the inclined geometry needs its own integral over the rotation, and a recessed melt needs the visible part of its surface and the emission from its walls.

\section*{Computed results}
\begin{verbatim}
offset / height s: 0.200
emission angle at offset: 11.31 degree
factor from each cosine: 0.98058
factor from distance: 0.96154
thickness ratio, formula: 0.92456
thickness ratio, Maxwell velocities: 0.92456
thickness drop: 7.544 percent
drop, leading term 2 s^2: 8.00 percent
drop, two terms: 7.52 percent
drop, three terms: 7.546 percent
drop, isotropic point source: 5.71 percent
sampled fraction inside s = 0.2: 0.0386
formula fraction inside s = 0.2: 0.0385
s for 1 percent drop: 0.0710
radius for 1 percent drop: 21.3 mm
source height: 300 mm
lateral offset: 60 mm
melt radius: 5.0 mm
source temperature: 1800 K
Co vapour pressure (rough): 0.010 Torr = 1.333 Pa
Co film density (rough): 8900 kg/m3
Co atomic mass: 9.7856e-26 kg
film atom density: 9.095e+28 1/m3
deposition time: 600 s
evaporation flux at melt: 1.079e+22 1/(m2 s)
atoms emitted per second N: 8.471e+17 1/s
arrival flux at centre: 2.996e+18 1/(m2 s)
deposition rate at centre: 0.0329 nm/s
thickness at centre: 19.76 nm
thickness at offset: 18.27 nm
thickness difference: 1.49 nm
drop with finite melt disk: 7.541 percent
drop, source tilted 1 degree towards point: 7.22 percent
drop, source tilted 1 degree away: 7.87 percent
drop for cos^2 lobe: 9.34 percent
collision cross-section (rough): 0.30 nm2
outgoing vapour density at melt: 2.68e+19 1/m3
estimated collided fraction in vapour: 4.0 percent
drop if collided atoms form cos^2 lobe: 7.65 percent
residual gas pressure: 1e-09 Torr at 300 K
fraction scattered by residual gas: 2.9e-06
substrate temperature: 500 K
sublimation energy (rough): 4.4 eV
re-evaporated / arriving flux: 6e-29
diffusion barrier (rough): 0.5 eV
hop length, attempt rate (rough): 0.25 nm, 1e+13 1/s
surface diffusion length in run: 0.058 mm
\end{verbatim}
